# Adding Four Axial Bond Polarizabilities in a Tetrahedral Arrangement

## Problem

A chemical bond points along the unit vector $\mathbf n$. A static, uniform electric field along $\mathbf n$ induces a dipole $\alpha_\parallel$ times the field. A field at right angles to $\mathbf n$ induces a dipole $\alpha_\perp$ times the field, whatever its direction around the bond. Such a bond is called axial.

Four bonds, identical except for direction, point from a central atom to the corners of a regular tetrahedron. Their induced dipoles add.

(a) Show that the total polarizability tensor is isotropic, and express it through $\alpha_\parallel$ and $\alpha_\perp$.

(b) Apply the result to methane, using C–H bond components computed by Hartree–Fock theory.

The response is taken as linear. Interaction between the bonds is either neglected or already contained in $\alpha_\parallel$ and $\alpha_\perp$, which then describe the response of a bond in the molecule to the applied field. Hartree atomic units are used, so polarizabilities are in bohr³.

## Hints

1. Split the field into a part along $\mathbf n$ and a part across it. Write the bond tensor with the unit tensor $\mathbf 1$ and the dyad $\mathbf n\mathbf n^{T}$, whose elements are $n_p n_q$.
2. After summation, the directions enter through a single tensor. Find it before inserting any polarizability.
3. Place the corners at alternate vertices of a cube. What is the scalar product of two different bond directions, and what is the sum of all four?
4. Let the tensor of hint 2 act on one of the bond directions.

## Solution

### (a) The sum of the four tensors

**One bond.** The part of the field $\mathbf F$ along the bond is $\mathbf n(\mathbf n\cdot\mathbf F)=\mathbf n\mathbf n^{T}\mathbf F$. The rest, $\mathbf F-\mathbf n\mathbf n^{T}\mathbf F$, is perpendicular to the bond. The induced dipole is therefore

$$
\boldsymbol\mu=\alpha_\parallel\,\mathbf n\mathbf n^{T}\mathbf F+\alpha_\perp(\mathbf 1-\mathbf n\mathbf n^{T})\mathbf F .
$$

Collecting the terms in $\mathbf n\mathbf n^{T}$ gives the bond tensor

$$
\boldsymbol\alpha(\mathbf n)=\alpha_\perp\mathbf 1+(\alpha_\parallel-\alpha_\perp)\,\mathbf n\mathbf n^{T}.
$$

**Four bonds.** The first term is the same for every bond, so

$$
\boldsymbol\alpha_{\rm tot}=4\alpha_\perp\mathbf 1+(\alpha_\parallel-\alpha_\perp)\,\mathbf S,
\qquad
\mathbf S=\sum_{i=1}^{4}\mathbf n_i\mathbf n_i^{T}.
$$

**Geometry.** Alternate vertices of a cube give the directions

$$
\frac{(1,1,1)}{\sqrt3},\quad
\frac{(1,-1,-1)}{\sqrt3},\quad
\frac{(-1,1,-1)}{\sqrt3},\quad
\frac{(-1,-1,1)}{\sqrt3}.
$$

Each Cartesian component is positive twice and negative twice, so $\sum_i\mathbf n_i=0$. Two different directions agree in the sign of one component and differ in two, hence

$$
\mathbf n_i\cdot\mathbf n_j=\frac{1-1-1}{3}=-\frac13\qquad(i\neq j),
$$

which is the cosine of the tetrahedral angle, $109.47^\circ$. Rotating the tetrahedron changes neither relation.

**Action of $\mathbf S$.** Apply $\mathbf S$ to one bond direction and separate the term $i=j$:

$$
\mathbf S\mathbf n_j=\sum_i\mathbf n_i(\mathbf n_i\cdot\mathbf n_j)
=\mathbf n_j-\frac13\sum_{i\neq j}\mathbf n_i .
$$

Because all four directions add to zero, the remaining sum equals $-\mathbf n_j$, and

$$
\mathbf S\mathbf n_j=\mathbf n_j+\frac13\mathbf n_j=\frac43\mathbf n_j .
$$

This fixes $\mathbf S$ completely if three of the directions span space. Suppose $a\mathbf n_1+b\mathbf n_2+c\mathbf n_3=0$ and let $s=a+b+c$. The scalar product with $\mathbf n_1$ gives $a-(s-a)/3=0$, so $a=s/4$. In the same way $b=c=s/4$. Adding the three gives $s=3s/4$, so $s=0$ and all coefficients vanish. The three directions are independent, and $\mathbf S=\frac43\mathbf 1$.

**Result.** Insertion gives

$$
\boldsymbol\alpha_{\rm tot}
=\left[4\alpha_\perp+\frac43\alpha_\parallel-\frac43\alpha_\perp\right]\mathbf 1
=\left[\frac43\alpha_\parallel+\frac83\alpha_\perp\right]\mathbf 1,
$$

$$
\boxed{\;\boldsymbol\alpha_{\rm tot}=\frac43\left(\alpha_\parallel+2\alpha_\perp\right)\mathbf 1\;}
$$

In the limit of isotropic bonds, $\alpha_\parallel=\alpha_\perp=a$, the result is $4a$, as it must be for four bonds. In the opposite limit, $\alpha_\perp=0$, each bond responds only along its own axis, yet the four together respond equally in all directions, with $\frac43\alpha_\parallel$.

The induced dipole is parallel to the field for every orientation of the molecule. Turning the molecule in a given field therefore leaves the dipole unchanged, and the field exerts no torque on it in this linear model.

The bracket is the trace of one bond tensor, since a bond has one parallel and two perpendicular principal axes. A known total thus fixes $\alpha_\parallel+2\alpha_\perp$, but not the two components separately.

### (b) Methane

The calculation uses the Hartree–Fock method, the aug-cc-pVDZ basis and a chosen C–H length of 2.06 bohr.

**Dividing the response among bonds.** Methane has five doubly occupied orbitals $\varphi_k$, which can be taken real. To first order, a field changes them to $\varphi_k+\sum_q F_q\varphi_k^{(q)}$, where the first-order changes $\varphi_k^{(q)}$ are chosen orthogonal to all occupied orbitals and are then determined by the coupled-perturbed Hartree–Fock equations. The electron has charge $-1$, so its dipole operator is $-\mathbf r$. Two electrons per orbital and two equal cross terms in the expectation value give the factor 4 in

$$
\alpha^{(k)}_{pq}=-4\,\langle\varphi_k|r_p|\varphi_k^{(q)}\rangle .
$$

The sum over $k$ is the molecular polarizability. An orthogonal mixing of the occupied orbitals mixes their first-order changes in the same way and leaves this sum unchanged. The individual terms do depend on the mixing, and also on the choice of first-order changes orthogonal to the occupied orbitals. The bond components below therefore belong to this particular division of the response. Here the carbon core orbital is left as it is, and the four valence orbitals are mixed so that their total overlap with the four hydrogen 1s functions is as large as possible. This gives one orbital per C–H bond.

**Why these bond tensors are axial.** Each bond orbital shares the symmetry of its bond: a threefold axis and three mirror planes containing it.

- A field along the axis lies in all three planes. So must the dipole, which is therefore along the axis.
- Three transverse fields of equal strength, $120^\circ$ apart, produce equal dipole components along the axis. The fields add to zero, so by linearity the components do too, and each one vanishes.
- A transverse field lying in a mirror plane hence gives a transverse dipole in that plane, parallel to the field. This holds for three different transverse directions. Each is a combination of the other two, so all three must share one proportionality constant, $\alpha_\perp$.

**Numbers.** The computed components of one bond are

$$
\alpha_\parallel=6.681\ \text{bohr}^3,\qquad \alpha_\perp=2.666\ \text{bohr}^3 .
$$

In this division of the response the bond is about two and a half times as polarizable along its axis as across it. The ratio is not unique: if the valence orbitals are instead localized afresh in the field by the Boys criterion, the components become 5.98 and 3.02 bohr³, a ratio of about two, while the molecular total stays the same. The formula gives

$$
\frac43\,(6.681+2\times2.666)=\frac43\times12.013=16.02\ \text{bohr}^3 .
$$

Explicit addition of the four computed tensors gives 16.02 bohr³ for each of $xx$, $yy$ and $zz$. The off-diagonal elements show how the anisotropy disappears. Each has magnitude $(\alpha_\parallel-\alpha_\perp)/3=4.014/3=1.338$ bohr³, where the difference 4.014 is taken from the unrounded components. For the directions in the order listed above, the $xy$ elements are

$$
+1.338,\quad -1.338,\quad -1.338,\quad +1.338\ \text{bohr}^3,
$$

which add to zero. The $xz$ and $yz$ elements also cancel in pairs.

The carbon core adds 0.004 bohr³, too little to change the rounded total of 16.02 bohr³, or 2.37 Å³. The dipole can also be computed without any division into orbitals, from separate Hartree–Fock calculations in fields of $\pm0.001$ atomic units along the skew direction $(1,2,3)$. Half the difference of the two dipoles, divided by the field strength, is 16.02 bohr³ along the field and $1.4\times10^{-5}$ bohr³ across it, about one millionth of the parallel part. This small transverse remainder is a nonlinear effect of the finite field: doubling the field strength makes it four times as large.

These values leave out electron correlation and molecular vibration, and they are not converged in the basis to the digits shown: the larger aug-cc-pVTZ basis gives $\alpha_\parallel=6.66$, $\alpha_\perp=2.70$ and a total of 16.09 bohr³, or 2.38 Å³. They are Hartree–Fock results for one chosen geometry, not predictions of the measured polarizability.

## Variation 1: a distorted tetrahedron

*Two bonds lie in the $xz$ plane at angle $\theta$ to $+z$, and two in the $yz$ plane at angle $\theta$ to $-z$. The bond tensors stay the same. When is the total isotropic?*

The directions are $(\pm\sin\theta,0,\cos\theta)$ and $(0,\pm\sin\theta,-\cos\theta)$. The off-diagonal elements of $\mathbf S$ cancel within each pair, and

$$
S_{xx}=S_{yy}=2\sin^2\theta,\qquad S_{zz}=4\cos^2\theta .
$$

With $\sin^2\theta=1-\cos^2\theta$,

$$
\alpha_{xx}-\alpha_{zz}=(2-6\cos^2\theta)(\alpha_\parallel-\alpha_\perp).
$$

For anisotropic bonds this vanishes only if $\cos^2\theta=1/3$. The angle within a pair then satisfies $\cos2\theta=2\cos^2\theta-1=-1/3$, the tetrahedral value.

Opening each pair to $2\theta=120^\circ$ gives $\cos^2\theta=1/4$. With the methane components,

$$
\alpha_{xx}-\alpha_{zz}=\tfrac12\times4.014=2.007\ \text{bohr}^3,
$$

with $\alpha_{xx}=\alpha_{yy}=16.69$ and $\alpha_{zz}=14.68$ bohr³. The bonds have been turned towards the $xy$ plane, so the response grows there and falls along $z$. The mean, $(2\times16.69+14.68)/3=16.02$ bohr³, is unchanged, because rotating a bond does not alter its trace. In a real distorted molecule the bond tensors would themselves change, which this rigid-bond model ignores. Its anisotropy of 2.007 bohr³ is therefore not a reliable estimate for distorted methane: a Hartree–Fock calculation on the distorted molecule, with the same basis and bond length, gives $\alpha_{xx}-\alpha_{zz}=0.91$ bohr³, less than half the model value, and a mean of 16.15 bohr³.

## Variation 2: one bond replaced

*The bond along $\mathbf n_1$ is replaced by another axial bond with components $\beta_\parallel$ and $\beta_\perp$. The angles and the other three bond tensors are assumed to stay the same. Is the total still isotropic?*

Subtract the old bond from the isotropic total and add the new one. Along $\mathbf n_1$,

$$
A_\parallel=\frac43(\alpha_\parallel+2\alpha_\perp)-\alpha_\parallel+\beta_\parallel
=\frac{\alpha_\parallel+8\alpha_\perp}{3}+\beta_\parallel ,
$$

and at right angles to it,

$$
A_\perp=\frac43(\alpha_\parallel+2\alpha_\perp)-\alpha_\perp+\beta_\perp
=\frac{4\alpha_\parallel+5\alpha_\perp}{3}+\beta_\perp .
$$

The difference is

$$
A_\parallel-A_\perp=(\beta_\parallel-\beta_\perp)-(\alpha_\parallel-\alpha_\perp).
$$

The total is isotropic exactly when the new bond has the same anisotropy as the old one; their mean polarizabilities may differ. If the fourth bond is simply omitted, $\beta_\parallel=\beta_\perp=0$, and the three remaining C–H bonds give $A_\parallel=9.34$ and $A_\perp=13.35$ bohr³. In this model the group is less polarizable along its threefold axis than across it, although each of its bonds is more polarizable along its own axis. The C–H components in a real methyl group can differ from those in methane, so these two numbers are not predictions for it.
